\section*{Magnetic-dipole line strengths and the magnetic share of Er$^{3+}$ emission, part 1}

(Sections cited here and not found follow in the second part.)

\section{One $p$ electron}

Take $L=1$, $S=\tfrac12$, with angular momenta in units of $\hbar$. Spin--orbit coupling makes two levels, $J=\tfrac32$ and $J=\tfrac12$. A magnetic field couples to $\mathbf M=\mathbf L+2\mathbf S$, and the question is how strongly $\mathbf M$ connects the two levels.

Write product states as $|m_l,\uparrow\rangle$ and $|m_l,\downarrow\rangle$. The state $|1,\uparrow\rangle$ is the only one with $M=\tfrac32$, so it is $|J{=}\tfrac32,M{=}\tfrac32\rangle$. With $J_-|j,m\rangle=\sqrt{j(j+1)-m(m-1)}\,|j,m-1\rangle$ applied on the left as $J_-$ and on the right as $L_-+S_-$,
\begin{equation}
\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle .
\end{equation}
The other state with $M=\tfrac12$ is orthogonal to this one and belongs to $J=\tfrac12$:
\begin{equation}
\sqrt3\,|\tfrac12,\tfrac12\rangle=|0,\uparrow\rangle-\sqrt2\,|1,\downarrow\rangle .
\end{equation}
The operator $M_z=L_z+2S_z$ has the value $0+1=1$ on $|0,\uparrow\rangle$ and $1-1=0$ on $|1,\downarrow\rangle$. Hence
\begin{equation}
\langle\tfrac32,\tfrac12|M_z|\tfrac32,\tfrac12\rangle=\tfrac23,\quad
\langle\tfrac12,\tfrac12|M_z|\tfrac12,\tfrac12\rangle=\tfrac13,\quad
\langle\tfrac12,\tfrac12|M_z|\tfrac32,\tfrac12\rangle=\tfrac{\sqrt2}{3}.
\end{equation}
The diagonal values are $gM$ with $g=\tfrac43$ and $g=\tfrac23$. The off-diagonal value comes from the spin alone: $S_z$ gives $\tfrac13(\sqrt2\cdot\tfrac12+\sqrt2\cdot\tfrac12)=\sqrt2/3$, the same number, because $M_z=J_z+S_z$ and $J_z$ cannot connect two orthogonal states on which it has the same value. A rotation by $\pi$ about $x$ turns $M=\tfrac12$ into $M=-\tfrac12$ and $M_z$ into $-M_z$, so $M=-\tfrac12$ contributes the same square, and the $z$ component gives $2\cdot\tfrac29=\tfrac49$ in total. A sum over all sublevels of both levels singles out no axis, so $x$ and $y$ give $\tfrac49$ each, and the line strength is $\tfrac43$.

\section{Definitions and the result}

In a field $\mathbf B$ that is uniform over the ion, $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, and the term linear in $\mathbf A$ for an electron of charge $-e$ is $(e/m)\mathbf A\cdot\mathbf p=(e/2m)\mathbf B\cdot(\mathbf r\times\mathbf p)$. Adding the spin moment, the coupling is $-\mathbf m\cdot\mathbf B$ with
\begin{equation}
\mathbf m=-\mu_B(\mathbf L+g_s\mathbf S),\qquad \mu_B=\frac{e\hbar}{2m}.
\end{equation}
This is the nonrelativistic operator, and $g_s=2$ is used until stated otherwise. Let $P_J$ project on the $2J+1$ states of a level. For a Hermitian vector operator $\mathbf V$ the line strength is
\begin{equation}
\mathcal S_V(J,J')=\sum_{i=x,y,z}\ \sum_{M,M'}|\langle J'M'|V_i|JM\rangle|^2=\sum_i \mathrm{Tr}\,(P_JV_iP_{J'}V_i).
\label{eq:def}
\end{equation}
The trace is cyclic, so $\mathcal S_V(J,J')=\mathcal S_V(J',J)$. With $V_\pm=V_x\pm iV_y$, and any matrix elements $x,y$ of $V_x,V_y$, the identity $|x+iy|^2+|x-iy|^2=2|x|^2+2|y|^2$ gives $\sum_i|V_i|^2=|V_z|^2+\tfrac12|V_+|^2+\tfrac12|V_-|^2$ element by element. The magnetic strength $\mathcal S_{MD}=\mathcal S_M$ is counted in units of $\mu_B^2$.

A term $\alpha LS$ is one copy of the product space of an orbital multiplet $L$ and a spin multiplet $S$; $\alpha$ tells repeated copies apart. The operators $\mathbf L$ and $\mathbf S$ act inside a copy, so $\mathbf M$ has no elements between different terms. Inside a term each $J$ from $|L-S|$ to $L+S$ occurs once. Since $\mathbf M=\mathbf J+\mathbf S$ and $\mathbf J$ commutes with $P_J$,
\begin{equation}
P_{J'}\mathbf MP_J=P_{J'}\mathbf SP_J\qquad(J'\neq J).
\label{eq:spinonly}
\end{equation}
Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $\mathbf L^2=\mathbf J^2-2\,\mathbf S\cdot\mathbf J+\mathbf S^2$, so on a level of a term
\begin{equation}
\mathbf S\cdot\mathbf J=\tfrac12[J(J+1)+b],\qquad b=S(S+1)-L(L+1).
\label{eq:SJ}
\end{equation}
The result, for pure $LS$ states, is
\begin{align}
\mathcal S_{MD}(J,J)&=g^2J(J+1)(2J+1),\qquad g=1+\frac{J(J+1)+b}{2J(J+1)},\label{eq:diag}\\
\mathcal S_{MD}(J,J-1)&=X(J)=\frac{[(L+S+1)^2-J^2]\,[J^2-(L-S)^2]}{4J},\label{eq:X}\\
\mathcal S_{MD}(J,J+1)&=X(J+1),\label{eq:Xp}
\end{align}
and zero for $|J-J'|\ge2$. A level $J=0$ occurs only for $L=S$; there $g$ is not defined, and both $\mathcal S_{MD}(0,0)$ and $X(0)$ are to be read as zero. For the $p$ electron, $X(\tfrac32)=(\tfrac{25}4-\tfrac94)(\tfrac94-\tfrac14)/6=\tfrac43$, as found above.

\section{First derivation: a sum rule and a recursion}

\subsection{Selection rule and projection}

The map $e_i\otimes|JM\rangle\mapsto P_{J'}S_i|JM\rangle$ takes the product of a vector (angular momentum 1) and the level $J$ into the level $J'$, and it commutes with rotations because $\mathbf S$ is a vector operator. The product contains the angular momenta $|J-1|,\dots,J+1$ once each. A map that commutes with rotations preserves $\mathbf J^2$ and $J_z$ and commutes with $J_\pm$, so it vanishes unless $J'$ is in this list, and otherwise it is fixed by one number. This is the Wigner--Eckart theorem for a vector. It gives $|J-J'|\le1$, excludes $0\to0$, and says that for $J'=J>0$ the map must be proportional to the one defined by $\mathbf J$ itself: $P_J\mathbf SP_J=\gamma\,\mathbf JP_J$. Multiplying by $\mathbf J$, which commutes with $P_J$, and using \eqref{eq:SJ},
\begin{equation}
\gamma J(J+1)=\tfrac12[J(J+1)+b],\qquad \gamma=g-1 .
\end{equation}
Then $P_J\mathbf MP_J=g\,\mathbf JP_J$, and \eqref{eq:def} gives $g^2\,\mathrm{Tr}(P_J\mathbf J^2)=g^2J(J+1)(2J+1)$, which is \eqref{eq:diag}. The same trace for the spin alone is
\begin{equation}
D(J)=\gamma^2J(J+1)(2J+1)=\frac{(2J+1)\,[J(J+1)+b]^2}{4J(J+1)} .
\label{eq:D}
\end{equation}

\subsection{Completeness}

Call $X_J=\mathcal S_S(J,J-1)$ the unknown strength. Inside the term $\sum_{J'}P_{J'}=1$, so summing \eqref{eq:def} over $J'$ gives $\mathrm{Tr}(P_J\mathbf S^2)$. Only three values of $J'$ contribute, and by the symmetry of the strength the upward one is $X_{J+1}$:
\begin{equation}
X_J+X_{J+1}=(2J+1)S(S+1)-D(J).
\label{eq:rec}
\end{equation}

\subsection{Splitting the right side}

Expanding the square in \eqref{eq:D},
\begin{equation}
D(J)=\tfrac14(2J+1)J(J+1)+\tfrac b2(2J+1)+\frac{b^2}{4}\,\frac{2J+1}{J(J+1)} .
\end{equation}
Each factor is a function of $J$ plus the same function of $J+1$. First, $2J+1=J+(J+1)$. Second, $(2J+1)/[J(J+1)]=1/J+1/(J+1)$. Third, $u^3+v^3=(u+v)(u^2-uv+v^2)$ with $u=J$, $v=J+1$ gives $J^3+(J+1)^3=(2J+1)(J^2+J+1)$, and so
\begin{equation}
(2J+1)J(J+1)=[J^3-J]+[(J+1)^3-(J+1)].
\end{equation}
The right side of \eqref{eq:rec} is therefore $f(J)+f(J+1)$ with
\begin{align}
f(J)&=S(S+1)J-\tfrac14(J^3-J)-\tfrac b2J-\frac{b^2}{4J}\nonumber\\
&=-\frac{1}{4J}\Big\{J^4-\big[1+4S(S+1)-2b\big]J^2+b^2\Big\}.
\end{align}
The bracket is $1+2S(S+1)+2L(L+1)$. Set $p=(L+S+1)^2$ and $q=(L-S)^2$. Their sum is $2L^2+2S^2+2L+2S+1$, since the cross terms $\pm2LS$ cancel, and this is the bracket. Their product is $b^2$, since $b=S^2-L^2+S-L=(S-L)(S+L+1)$. The braces hold $J^4-(p+q)J^2+pq=(J^2-p)(J^2-q)$, and
\begin{equation}
f(J)=\frac{(p-J^2)(J^2-q)}{4J}.
\end{equation}

\subsection{The boundary}

Equation \eqref{eq:rec} now reads $X_{J+1}-f(J+1)=-[X_J-f(J)]$: the difference keeps its size and alternates in sign, so one value fixes it. At the lowest level $J_0=|L-S|$ there is no level below, so $X_{J_0}=0$, and $f(J_0)=0$ because $J_0^2=q$. The difference is zero for all $J$, which proves \eqref{eq:X}; \eqref{eq:Xp} follows from symmetry and \eqref{eq:spinonly}. For $L=S$ the ladder starts at $J_0=0$, where the divisions above are not allowed. There $D=0$ by the selection rule, \eqref{eq:rec} gives $X_1=S(S+1)$, and $f(1)=[(2S+1)^2-1]/4=S(S+1)$, so the induction starts at $J=1$. The upper end was not used; $f(L+S+1)=0$ shows that the recursion correctly finds no level above $L+S$.

\section{Second derivation: the top state of a level}

\subsection{One sublevel is enough}

Consider $Q=\sum_iV_iP_{J'}V_i$. From $[J_k,V_i]=i\epsilon_{kij}V_j$ and $[J_k,P_{J'}]=0$,
\begin{equation}
[J_k,Q]=i\sum_{ij}\epsilon_{kij}\,(V_jP_{J'}V_i+V_iP_{J'}V_j)=0,
\end{equation}
because the bracket is symmetric in $i,j$. So $P_JQP_J$ commutes with $J_z$, which makes it diagonal in $M$, and with $J_\pm$, which makes the diagonal entries equal. Therefore, for any one $M$,
\begin{equation}
\mathcal S_V(J,J')=(2J+1)\sum_{M'}\Big(|V_z|^2+\tfrac12|V_+|^2+\tfrac12|V_-|^2\Big)_{J'M',JM}.
\label{eq:oneM}
\end{equation}
The vector commutators needed below follow from the same rule: $[J_+,S_z]=-S_+$, $[J_+,S_+]=0$, $[S_+,J_-]=2S_z$. The top state $|JJ\rangle$ obeys $J_+|JJ\rangle=0$ and, taking the adjoint, $\langle JJ|J_-=0$.

\subsection{The mean spin in the top state}

Let $s=\langle JJ|S_z|JJ\rangle$. Then
\begin{equation}
\langle JJ|S_+J_-|JJ\rangle=\langle JJ|J_-S_++2S_z|JJ\rangle=2s .
\label{eq:2s}
\end{equation}
In $\mathbf S\cdot\mathbf J=S_zJ_z+\tfrac12(S_+J_-+S_-J_+)$ the last term annihilates $|JJ\rangle$, so $\langle\mathbf S\cdot\mathbf J\rangle=Js+s$, and with \eqref{eq:SJ}
\begin{equation}
s=\frac{J(J+1)+b}{2(J+1)}=(g-1)J .
\label{eq:s}
\end{equation}
Equation \eqref{eq:2s} holds for any vector operator in place of $\mathbf S$. For $\mathbf M$ the mean value is $J+s=gJ$, and since $J_-|JJ\rangle=\sqrt{2J}\,|J,J-1\rangle$, it gives $\langle JJ|M_+|J,J-1\rangle=2gJ/\sqrt{2J}$. In \eqref{eq:oneM} with $J'=J$ and $M=J$, the $z$ term is $g^2J^2$, the $M_+$ term is zero because the level has no $M'=J+1$, and the $M_-$ term is $\tfrac12\cdot4g^2J^2/2J=g^2J$. The sum is $g^2J(J+1)$, and the factor $2J+1$ gives \eqref{eq:diag}.

\subsection{What $S_z$ does to the top state}

Apply $J_+$ to $S_z|JJ\rangle$ once and twice:
\begin{equation}
J_+S_z|JJ\rangle=-S_+|JJ\rangle,\qquad J_+^2S_z|JJ\rangle=-S_+J_+|JJ\rangle=0 .
\end{equation}
The vector $S_+|JJ\rangle$ has $M=J+1$ and is annihilated by $J_+$, so it has pure angular momentum $J+1$. The vector $S_z|JJ\rangle$ has $M=J$, so it has no component with $J''<J$; a component with $J''\ge J+2$ would survive $J_+^2$, so it has none of these either. Each $J$ occurs once in the term, hence
\begin{equation}
S_z|JJ\rangle=s\,|JJ\rangle+a\,|J+1,J\rangle .
\label{eq:a}
\end{equation}
Applying $J_+$, with $J_+|J+1,J\rangle=\sqrt{2J+2}\,|J+1,J+1\rangle$,
\begin{equation}
S_+|JJ\rangle=-a\sqrt{2J+2}\,|J+1,J+1\rangle .
\label{eq:Splus}
\end{equation}
The norm of the left side follows from the spin algebra. With $[S_x,S_y]=iS_z$, $S_-S_+=S_x^2+S_y^2+i[S_x,S_y]=\mathbf S^2-S_z^2-S_z$, and the norm of \eqref{eq:a} gives $\langle S_z^2\rangle=s^2+|a|^2$. So
\begin{equation}
(2J+2)|a|^2=S(S+1)-s^2-|a|^2-s,\qquad (2J+3)|a|^2=S(S+1)-s(s+1).
\end{equation}

\subsection{From the element to the strength}

Use \eqref{eq:oneM} starting from the top state of the higher level $J''$, which has $M=J''$. A component of $\mathbf S$ lowers $M$ by at most one, so a level $J$ can be reached only if $J\ge J''-1$; this is the selection rule. For $J''=J+1$ only $S_-$ reaches the level $J$, at $|JJ\rangle$, and its element is the conjugate of the one in \eqref{eq:Splus}:
\begin{equation}
\mathcal S(J+1,J)=(2J+3)\cdot\tfrac12(2J+2)|a|^2=(J+1)(2J+3)\,|a|^2 .
\label{eq:single}
\end{equation}
Inserting $|a|^2$ and using $S(S+1)-s(s+1)=(S-s)(S+s+1)$,
\begin{equation}
\mathcal S(J+1,J)=(J+1)(S-s)(S+s+1).
\label{eq:compact}
\end{equation}
Each factor is multiplied by $2(J+1)$ and \eqref{eq:s} is inserted; $x(x+1)-y(y+1)=(x-y)(x+y+1)$ is used at the end of each line:
\begin{align}
2(J+1)(S-s)&=2SJ+2S-J^2-J-S^2-S+L(L+1)\nonumber\\
&=L(L+1)-(J-S)(J-S+1)\nonumber\\
&=(L+S-J)(L-S+J+1),\\
2(J+1)(S+s+1)&=(J+S)^2+3(J+S)+2-L(L+1)\nonumber\\
&=(J+S+1)(J+S+2)-L(L+1)\nonumber\\
&=(J+1+S-L)(J+S+L+2).
\end{align}
With $K=J+1$, the factors pair as $(L+S+1-K)(L+S+1+K)$ and $(K+L-S)(K-L+S)$, and the prefactor is $K/(2K)^2=1/4K$. This is $X(J+1)$ of \eqref{eq:X}. This evaluation of $X(J+1)$ needs no division by $J$, so $J=0$ needs no separate treatment.

\section{What each derivation assumes}

Both use that $\mathbf S$ is a Hermitian vector operator under $\mathbf J$, that $\mathbf S^2$ and $\mathbf S\cdot\mathbf J$ have sharp values, and that $\mathbf S$ does not lead out of a space in which each $J$ occurs once. These are the assumptions of pure $LS$ coupling.

The first derivation adds the decomposition of the product of a vector with a level, from which it takes the selection rule and the projection. The spin algebra enters it only through the vector property and through the list $J=|L-S|,\dots,L+S$, whose lowest member supplies the boundary. The price is that the sum rule fixes only $X_J+X_{J+1}$, so a boundary value and an induction from one end of the ladder are needed; the upper end, where $X_{L+S+1}=0=f(L+S+1)$, would serve as well as the lower one. For $J'\ne J$ it deals in squares only and yields no sign of an amplitude.

The second derivation obtains the selection rule and the mean spin from three commutators, which express the vector property, and uses the same property for the statement that all sublevels have the same total strength; it does not need the decomposition of a product of representations. It is local in $J$ and uses no boundary value. In its place it uses $[S_x,S_y]=iS_z$ directly, in the norm of $S_+|JJ\rangle$. It also produces an amplitude $a$, whose sign has a meaning once phases are chosen.

The difference matters when levels are mixtures of terms. The sum rule then runs over all levels with $J'=J,J\pm1$ of the configuration and no longer isolates one line. Of the second derivation, \eqref{eq:single} survives unchanged: if $|\psi_J\rangle$ and $|\psi_{J+1}\rangle$ are any two levels of good $J$, and $a=\langle\psi_{J+1},M{=}J|S_z|\psi_J,M{=}J\rangle$, then taking $\langle\psi_{J+1},J+1|$ of $J_+S_z|JJ\rangle=-S_+|JJ\rangle$ gives the element of $S_+$ as $-a\sqrt{2J+2}$ again. Only the evaluation of $|a|^2$ by a norm needed a pure term.

The program tests \eqref{eq:diag}--\eqref{eq:Xp} and the vanishing for $|J-J'|\ge2$ against projectors found by diagonalizing $\mathbf J^2$ in the product space, for $L=0,\dots,7$ and $S=0,\dots,\tfrac72$; it also tests the projection for the $z$ component, the recursion \eqref{eq:rec} symbolically, and $X(J)$ against exact $6j$ symbols for four pairs $L,S$ (a fifth pair in its list, with $L=0$, has a single level and gives nothing to compare).

\subsection{Reading the formula}

$X$ is symmetric under $L\leftrightarrow S$, as it must be, since $P_{J'}\mathbf LP_J=-P_{J'}\mathbf SP_J$ for $J'\ne J$. Heron's formula for a triangle with sides $u$, $v$, $J$ is $16\,\mathcal A^2=[(u+v)^2-J^2][J^2-(u-v)^2]$. With $u=L+\tfrac12$ and $v=S+\tfrac12$ the right side is the numerator of $X$, and with $\mathcal A=Jh/2$, where $h$ is the height over the side $J$, $X(J)=Jh^2$ exactly. In the vector picture $h$ stands for the length of the part of $\mathbf S$ perpendicular to $\mathbf J$. The exact statement follows from \eqref{eq:rec} and \eqref{eq:D}: with $S_\perp^2=S(S+1)-\gamma^2J(J+1)$ for $J>0$, $Jh_J^2+(J+1)h_{J+1}^2=(2J+1)S_\perp^2$, so $S_\perp^2$ is a weighted mean of $h^2$ at $J$ and $J+1$. Hence $h\approx S_\perp$ only where $h$ changes little from one level to the next. This fails at the upper end of the ladder, and for $L\ne S$ also at the lower end, however large the quantum numbers are. (For $L=S$, where $\gamma=\tfrac12$, the level $J=1$ has $h^2=S(S+1)$ and $S_\perp^2=S(S+1)-\tfrac12$, which agree for large $S$.) At $J=|L-S|>0$, $h_J=0$ while $S_\perp^2>0$ whenever a higher level exists; at $J=L+S$, $h_{J+1}=0$ and $h_J^2=(2J+1)S_\perp^2/J$, about twice $S_\perp^2$ ($19.2/7.5=2.56$ against $3.75-0.2^2\times63.75=1.2$ for $^4I_{15/2}$). In this picture, for a coupling $\xi\,\mathbf L\cdot\mathbf S$, the perpendicular part precesses about $\mathbf J$ at the rate $|\xi|\sqrt{J(J+1)}/\hbar$, which lies between the frequencies $|\xi|J/\hbar$ and $|\xi|(J+1)/\hbar$ set by the intervals to $J-1$ and $J+1$, and radiates, while the part of $\mathbf M$ parallel to $\mathbf J$ is the static moment $g\mathbf J$. At the lowest level $J=|L-S|$ and one step above the highest, $J=L+S+1$, the triangle is flat and $X$ vanishes.

For $g_s\neq2$, $\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S$. Strengths with $J'\ne J$ gain the factor $(g_s-1)^2$, for mixed levels too, and $g$ becomes $1+(g_s-1)\gamma$. With $g_s=2.002319$ the factor is $1.00464$.

For the term $^4I$ ($L=6$, $S=\tfrac32$):
\begin{center}
\begin{tabular}{ccccc}
$J$ & $g$ & $J\to J-1$ & $J\to J$ & $J\to J+1$\\
$9/2$ & 0.72727 & 0 & 130.91 & 19.091\\
$11/2$ & 0.96503 & 19.091 & 399.52 & 25.385\\
$13/2$ & 1.10769 & 25.385 & 837.42 & 19.200\\
$15/2$ & 1.20000 & 19.200 & 1468.80 & 0
\end{tabular}
\end{center}
The entry of interest is $X(\tfrac{15}2)=(72.25-56.25)(56.25-20.25)/30=16\cdot36/30=19.2$. By \eqref{eq:compact}, $s=0.10769\times6.5=0.7$ and $7.5\times0.8\times3.2=19.2$. A row must add up to $\mathrm{Tr}(P_J\mathbf M^2)$. From $\mathbf M^2=\mathbf L^2+4\mathbf S^2+4\,\mathbf L\cdot\mathbf S$ and $2\,\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2$, $\mathbf M^2=2\mathbf J^2-\mathbf L^2+2\mathbf S^2$, which for $J=\tfrac{13}2$ is $97.5-42+7.5=63$; the row sum is $14\times63=882$.

\section{Mixed levels}

The free-ion Hamiltonian conserves $J$ but its spin--orbit part mixes terms. Write $|\psi_{J+1}\rangle=\sum_tc_t|t,J+1\rangle$ and $|\psi_J\rangle=\sum_tc'_t|t,J\rangle$ with real coefficients that do not depend on $M$. The phase of each multiplet $|t,J\rangle$ is free; fix it, relative to $|t,J+1\rangle$, by requiring $a_t>0$ in \eqref{eq:a}. Then \eqref{eq:single} gives $a_t=\sqrt{X_t/[(J+1)(2J+3)]}$ with $X_t=X(J+1)$ of the term. As $S_z$ is diagonal in $t$, $a=\sum_tc_tc'_ta_t$, and \eqref{eq:single} for the mixed levels gives
\begin{equation}
\mathcal S_{MD}=\Big(\sum_tc_t\,c'_t\sqrt{X_t}\Big)^2 .
\label{eq:mixed}
\end{equation}
The sum is coherent and runs over terms present in both levels. Changing the sign of both multiplets of a term leaves $c_tc'_t$ unchanged, so the relative signs are physical.

Er$^{3+}$ is $4f^{11}$. Its determinants correspond one to one with those of three holes, with $M_L$ and $M_S$ reversed, so the terms are those of $f^3$. For $M_S=\tfrac32$ the highest $M_L$ is $3+2+1=6$, a $^4I$; at $M_L=5$ there is one determinant, $(3,2,0)$, which belongs to $^4I$, so there is no $^4H$. For $M_S=\tfrac12$ (two up, one down) there is one determinant at $M_L=8$, two at $7$, and four at $6$, namely $(3,2;1)$, $(3,1;2)$, $(3,0;3)$, $(2,1;3)$. This gives $^2L$, then $^2K$, and at $M_L=6$, after removing $^2L$, $^2K$ and $^4I$, one $^2I$. All other terms have $L+S\le\tfrac{11}2$. Thus $J=\tfrac{15}2$ occurs in $^4I,\,^2K,\,^2L$ and $J=\tfrac{13}2$ in $^4I,\,^2K,\,^2I$. Two terms are common, with $X=19.2$ for $^4I$ and $X=(72.25-56.25)(56.25-42.25)/30=7.4667$ for $^2K$.

The magnetic-dipole strengths within a pure $LS$ term are now derived in two ways and extended to mixed levels, where for the Er$^{3+}$ line only $^4I$ and $^2K$ contribute, with $X=19.2$ and $7.4667$. What remains is to find the mixing coefficients, the electric-dipole strength and the emission rates in a dielectric host, and from them the magnetic share of the line.

All numerical values are calculated from the stated model.
